**Smearing bias at a neutral Dirac point: third absolute moment instead of the nominal order**

For fixed bands with density of states g(ε) = a|ε|(1 + bε²), the smeared free energy F = E − σS obeys F − E0 = −(a/6)σ³M3 − (ab/20)σ⁵M5, where δ(y) is the broadening function, M_s = ∫δ(y)|u−y|^s dy, and u = μ/σ is fixed by neutrality (zero for even δ). The model is the honeycomb lattice with t = 3 eV, for which a = 4/(√3πt²) and b = 1/(3t²) per cell. The program asserts occupations, entropies and closed-form moments against quadrature, a and b against exact constant-energy contours, E0 from wedge quadrature against extrapolated meshes, and F, E, μ and (2F+E)/3 from 600×600 k-sums against the formulas. It also asserts the σ⁴ term from a second-neighbour hopping, the decay of the anomaly on a doped cone, and the nominal orders and coefficients on a one-dimensional chain with smooth g. The output shows order 3.00 to 3.01 for Gaussian, Fermi-Dirac, MP1, MP2 and cold smearing, and 5.01 for the mixture (δ0 + 2δ1)/3, whose M3 vanishes. At σ = 0.1 eV the MP1 bias is 3.843×10⁻⁶ eV per cell, cold smearing shifts μ to −0.0308 eV, and the chain returns orders close to 2, 2, 4, 6, 3 and 2.

## Check in Python

```python
# Smearing bias at a neutral Dirac point, DOS g(e) = a|e|(1 + b e^2 + ...):
#   F - E0 = -(a/6) sigma^3 M3 - (a b/20) sigma^5 M5,  E - E0 ~ +(a/3) sigma^3 M3,
#   M_s = int delta(y)|u-y|^s dy, u = mu/sigma fixed by neutrality (0 for even delta).
# delta: broadening; x=(mu-e)/sigma; f=int_{-inf}^x delta; s=-int_{-inf}^x y delta;
# F = E - sigma*S. Honeycomb bands +-t|f(k)|: a=4/(sqrt3 pi t^2), b=1/(3 t^2) per cell.
# Control: 1D chain (smooth DOS), where the nominal orders must reappear.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, gamma, pi, sqrt, log2
from scipy.special import erf, erfc, expit, eval_hermite as H
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

HARTREE = pc['Hartree energy in eV'][0]
t, d, t2 = 3.0, 1.5, 0.3
sigmas = (0.2, 0.1)
rp, r2 = sqrt(pi), sqrt(2.0)

def mp_scheme(N):
    A = [(-1)**n/(factorial(n)*4**n*rp) for n in range(N+1)]
    dl = lambda y: sum(A[n]*H(2*n, y) for n in range(N+1))*np.exp(-y*y)
    oc = lambda x: 0.5*erfc(-x) - sum(A[n]*H(2*n-1, x) for n in range(1, N+1))*np.exp(-x*x)
    en = lambda x: 0.5*A[N]*H(2*N, x)*np.exp(-x*x)
    return dl, oc, en

g0, g1 = mp_scheme(0), mp_scheme(1)
S = {'Gauss': g0,
     'FD': (lambda y: expit(y)*expit(-y), expit,
            lambda x: np.log1p(np.exp(-abs(x))) + abs(x)*expit(-abs(x))),
     'MP1': g1, 'MP2': mp_scheme(2),
     'cold': (lambda y: np.exp(-(y-1/r2)**2)*(2-r2*y)/rp,
              lambda x: 0.5*erfc(-(x-1/r2)) + np.exp(-(x-1/r2)**2)/sqrt(2*pi),
              lambda x: -(x-1/r2)*np.exp(-(x-1/r2)**2)/sqrt(2*pi)),
     'mix': tuple((lambda x, i=i: g0[i](x)/3 + 2*g1[i](x)/3) for i in range(3))}
reach = lambda n: 60.0 if n == 'FD' else 12.0
q = lambda fn, lo, hi: quad(fn, lo, hi, epsabs=1e-12, epsrel=1e-12, limit=200)[0]

def avg(dl, fn, u=0.0, L=12.0):   # int delta(y) fn(u-y) dy, split at the kink
    h = lambda y: dl(y)*fn(u-y)
    return q(h, -L, u) + q(h, u, L)

for n, (dl, oc, en) in S.items():
    L = reach(n)
    for x in (-1.3, 0.2, 0.9, 2.5):
        assert abs(q(dl, -L, x) - oc(x)) < 1e-10
        assert abs(-q(lambda y: y*dl(y), -L, x) - en(x)) < 1e-10
    assert min(avg(dl, abs, u, L) for u in np.linspace(-4, 4, 17)) > 0.1  # unique neutral mu

mp_moment = lambda s, N: gamma((s+1)/2)/rp*(-1)**N*float(mp.binomial(mp.mpf(s)/2-1, N))
ladder = []
for N in range(7):
    dl = mp_scheme(N)[0]
    for s in (1, 2, 3, 4, 5, 6):
        assert abs(avg(dl, lambda w: abs(w)**s) - mp_moment(s, N)) < 1e-9
    ladder.append(rp*avg(dl, lambda w: abs(w)**3))
assert abs(rp*mp_moment(3, 400)/(-400**-1.5/(2*rp)) - 1) < 2e-3

G1 = lambda c: c*erf(c) + np.exp(-c*c)/rp
G2 = lambda c: (c*c+0.5)*erf(c) + c*np.exp(-c*c)/rp
G3 = lambda c: (c**3+1.5*c)*erf(c) + (c*c+1)*np.exp(-c*c)/rp
c_star = brentq(lambda c: G2(c) + r2*G1(c), -2, 0, xtol=1e-14)
U = {n: 0.0 for n in S}
U['cold'] = c_star + 1/r2
z3, z5 = float(mp.zeta(3)), float(mp.zeta(5))
M3 = {'Gauss': mp_moment(3, 0), 'FD': 9*z3, 'MP1': mp_moment(3, 1), 'MP2': mp_moment(3, 2),
      'cold': G3(c_star) + 3*G2(c_star)/r2, 'mix': mp_moment(3, 0)/3 + 2*mp_moment(3, 1)/3}
M5, H4 = {}, {}
for n in S:
    dl, L = S[n][0], reach(n)
    assert abs(avg(dl, lambda w: w*abs(w), U[n], L)) < 1e-10
    assert abs(avg(dl, lambda w: abs(w)**3, U[n], L) - M3[n]) < 1e-9
    M5[n] = avg(dl, lambda w: abs(w)**5, U[n], L)
    H4[n] = avg(dl, lambda w: w**3*abs(w), U[n], L)
assert abs(M5['FD'] - 225*z5) < 1e-8
M3_cold_zero = avg(S['cold'][0], lambda w: abs(w)**3)

# honeycomb geometry: state count inside exact constant-energy contours
absf = lambda p1, p2: np.abs(1 + np.exp(1j*p1) + np.exp(1j*p2))
a, b = 4/(sqrt(3)*pi*t*t), 1/(3*t*t)
v, Ac, lat = 1.5*t*d, 1.5*sqrt(3)*d*d, sqrt(3)*d
def count(e):
    qs = [brentq(lambda k: t*absf(2*pi/3 + k*lat*np.cos(th),
                                  -2*pi/3 + k*lat*np.cos(th-pi/3)) - e, 0, 2*e/v, xtol=1e-15)
          for th in np.arange(60)*2*pi/60]
    return 4*pi*np.mean(np.square(qs))*Ac/(2*pi)**2
a_num = 2*count(0.01)/0.01**2
b_num = (count(0.15) - a*0.15**2/2)/(a*0.15**4/4)
assert abs(a_num/a - 1) < 1e-5 and abs(b_num/b - 1) < 5e-3

def wedge(n, power):   # zone average of |f|^power, triangle Gamma-M-K collapsed at K
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x+1)/2, w/2
    r, s = np.meshgrid(x, x, indexing='ij')
    p1 = 2*pi/3 + r*(s*pi - 2*pi/3)
    p2 = -2*pi/3 + r*(2*pi/3)
    return np.sum(np.outer(w, w)*2*r*absf(p1, p2)**power)
assert abs(wedge(60, 2) - 3) < 1e-12 and abs(wedge(60, 4) - 15) < 1e-11
E0 = -2*t*wedge(60, 1)
assert abs(E0 + 2*t*wedge(45, 1)) < 1e-12
def mesh(N):
    p = 2*pi*np.arange(N)/N
    return absf(p[:, None], p[None, :]).ravel()
m6, m12 = mesh(600), mesh(1200)
assert abs(-2*t*(8*m12.mean() - m6.mean())/7 - E0) < 1e-8

def smear(levels, wt, nel, mu0, n, sg):   # returns mu, F, E from the definitions
    cut = (45 if n == 'FD' else 9)*sg
    low = levels < mu0 - cut
    e = levels[abs(levels - mu0) <= cut]
    oc, en = S[n][1], S[n][2]
    excess = lambda mu: wt*low.sum() + wt*oc((mu-e)/sg).sum() - nel
    mu = brentq(excess, mu0 - 1.3*sg, mu0 + 1.1*sg, xtol=1e-15)
    x = (mu - e)/sg
    E = wt*levels[low].sum() + wt*(e*oc(x)).sum() - mu*excess(mu)
    return mu, E - sg*wt*en(x).sum(), E
bands = lambda m, tp=0.0: np.concatenate([-t*m + tp*m*m, t*m + tp*m*m])

print(f"t = {t} eV, d = {d} A, t' = {t2} eV, sigma = {sigmas} eV, mesh 600x600")
print(f"hbar v = {v:.4f} eV A, cell area = {Ac:.5f} A^2")
print(f"a = {a:.7f} (contour {a_num:.7f}) states/eV^2/cell")
print(f"b = {b:.6f} (contour {b_num:.6f}) 1/eV^2")
print(f"E0 = {E0:.10f} eV/cell")
print("sqrt(pi) M3 for MP N=0..6:", " ".join(f"{x:.5f}" for x in ladder))
print(f"cold: c = {c_star:.6f}, u = {U['cold']:.6f}, M3 about zero = {M3_cold_zero:.6f}")
for n in S:
    print(f"{n}: M3 = {M3[n]:.6f}, M5 = {M5[n]:.6f} (dimensionless)")

lev = bands(m6)
R = {(n, sg): smear(lev, 2/m6.size, 2.0, 0.0, n, sg) for n in S for sg in sigmas}
sg = sigmas[1]
assert abs(smear(bands(m12), 2/m12.size, 2.0, 0.0, 'MP2', sg)[1] - R['MP2', sg][1]) < 1e-12
for n in S:
    mu, F, E = R[n, sg]
    lead, nxt = -a/6*sg**3*M3[n], -a*b/20*sg**5*M5[n]
    order = log2((R[n, 0.2][1] - E0)/(F - E0))
    ext = {s: (2*R[n, s][1] + R[n, s][2])/3 - E0 for s in sigmas}
    assert abs((F - E0 - lead)/nxt - 1) < 0.02          # remainder is the sigma^7 term
    assert abs(order - (5 if n == 'mix' else 3)) < 0.05
    assert abs(mu/sg - U[n]) < (2e-3 if n == 'cold' else 1e-9)
    assert abs(ext[sg]/(-2*nxt/3) - 1) < 0.04
    assert abs(log2(ext[0.2]/ext[sg]) - 5) < 0.15
    if n != 'mix':
        assert abs((E - E0)/(-2*lead) - 1) < 0.01
    print(f"{n}: F-E0 = {R[n,0.2][1]-E0:.5e} eV (0.2), {F-E0:.5e} eV = {(F-E0)/HARTREE:.4e} Ha (0.1), order {order:.3f}")
    print(f"  at 0.1: s^3 term {lead:.5e} eV, s^5 term {nxt:.3e} eV, mu {mu:.5f} eV")
    print(f"  at 0.1: E-E0 = {E-E0:.5e} eV, (2F+E)/3-E0 = {ext[sg]:.3e} eV")
assert abs((R['cold', sg][1] - E0)/(-a/6*sg**3*M3_cold_zero) - 1) > 0.1
_, Fg, Eg = R['Gauss', sg]
assert abs((Fg+Eg)/2 - R['MP1', sg][1]) < 1e-12 and abs((2*Fg+Eg)/3 - R['mix', sg][1]) < 1e-12
half = ((Fg+Eg)/2 - E0)/(Fg - E0)
assert abs(half + 0.5) < 0.01
print(f"Gauss: ((E+F)/2-E0)/(F-E0) = {half:.4f}")

# particle-hole asymmetry; filled lower band gains 2*t'*<|f|^2>
lev2, E0b, kap = bands(m6, t2), E0 + 2*t2*wedge(60, 2), t2/t**2
for n in ('Gauss', 'FD', 'MP1', 'MP2', 'cold'):
    mu, F, _ = smear(lev2, 2/m6.size, 2.0, 0.0, n, sg)
    quart = a*kap/4*sg**4*H4[n]
    assert abs((F - E0b)/(-a/6*sg**3*M3[n] + quart) - 1) < 5e-3
    print(f"t' on, {n}: mu = {mu:.3e} eV, F-E0 = {F-E0b:.5e} eV, s^4 term {quart:.2e} eV")

# doped pure cone with MP1
dop = [avg(g1[0], lambda w: abs(w)**3, u) - u**3 for u in (0.0, 1.0, 2.0, 4.0)]
assert abs(dop[3]) < 1e-6 and abs(dop[0]) > 0.2
print("MP1 M3(u)-u^3, u=0,1,2,4:", " ".join(f"{x:.3e}" for x in dop))

# control: 1D chain, e = -2t cos k, kF = pi/3
kF = pi/3
mu0, E0c = -2*t*np.cos(kF), -4*t/pi*np.sin(kF)
chain = -2*t*np.cos(2*pi*np.arange(3000)/3000)
ee = sp.symbols('e')
gch = 2/(sp.pi*sp.sqrt(4*t*t - ee**2))
print(f"chain: mu0 = {mu0:.4f} eV, E0 = {E0c:.8f} eV/site")
for n, p in (('Gauss', 2), ('FD', 2), ('MP1', 4), ('MP2', 6), ('cold', 3), ('mix', 2)):
    mom = [q(lambda y: y**k*S[n][0](y), -reach(n), reach(n)) for k in range(p+1)]
    assert all(abs(x) < 1e-9 for x in mom[1:p]) and abs(mom[p]) > 0.1
    dg = float((sp.diff(gch, ee, p-2) if p > 2 else gch).subs(ee, mu0))
    bias = [smear(chain, 2/3000, 2*kF/pi, mu0, n, s)[1] - E0c for s in sigmas]
    pred = -dg*(-sg)**p*mom[p]/factorial(p)
    assert abs(log2(bias[0]/bias[1]) - p) < 0.1 and abs(bias[1]/pred - 1) < 0.05
    print(f"chain {n}: m_{p} = {mom[p]:.4f}, bias(0.1) {bias[1]:.4e} eV, formula {pred:.4e} eV, order {log2(bias[0]/bias[1]):.3f}")
print("no test failed")
```

Output:

```
t = 3.0 eV, d = 1.5 A, t' = 0.3 eV, sigma = (0.2, 0.1) eV, mesh 600x600
hbar v = 6.7500 eV A, cell area = 5.84567 A^2
a = 0.0816784 (contour 0.0816785) states/eV^2/cell
b = 0.037037 (contour 0.037071) 1/eV^2
E0 = -9.4475834253 eV/cell
sqrt(pi) M3 for MP N=0..6: 1.00000 -0.50000 -0.12500 -0.06250 -0.03906 -0.02734 -0.02051
cold: c = -1.014917, u = -0.307810, M3 about zero = -0.482734
Gauss: M3 = 0.564190, M5 = 1.128379 (dimensionless)
FD: M3 = 10.818512, M5 = 233.308745 (dimensionless)
MP1: M3 = -0.282095, M5 = -1.692569 (dimensionless)
MP2: M3 = -0.070524, M5 = 0.423142 (dimensionless)
cold: M3 = -0.600193, M5 = -7.128109 (dimensionless)
mix: M3 = 0.000000, M5 = -0.752253 (dimensionless)
Gauss: F-E0 = -6.14976e-05 eV (0.2), -7.68205e-06 eV = -2.8231e-07 Ha (0.1), order 3.001
  at 0.1: s^3 term -7.68035e-06 eV, s^5 term -1.707e-09 eV, mu 0.00000 eV
  at 0.1: E-E0 = 1.53675e-05 eV, (2F+E)/3-E0 = 1.140e-09 eV
FD: F-E0 = -1.19015e-03 eV (0.2), -1.47631e-04 eV = -5.4253e-06 Ha (0.1), order 3.011
  at 0.1: s^3 term -1.47273e-04 eV, s^5 term -3.529e-07 eV, mu 0.00000 eV
  at 0.1: E-E0 = 2.95986e-04 eV, (2F+E)/3-E0 = 2.415e-07 eV
MP1: F-E0 = 3.08038e-05 eV (0.2), 3.84274e-06 eV = 1.4122e-07 Ha (0.1), order 3.003
  at 0.1: s^3 term 3.84017e-06 eV, s^5 term 2.560e-09 eV, mu 0.00000 eV
  at 0.1: E-E0 = -7.69061e-06 eV, (2F+E)/3-E0 = -1.712e-09 eV
MP2: F-E0 = 7.65950e-06 eV (0.2), 9.59400e-07 eV = 3.5257e-08 Ha (0.1), order 2.997
  at 0.1: s^3 term 9.60043e-07 eV, s^5 term -6.400e-10 eV, mu -0.00000 eV
  at 0.1: E-E0 = -1.91751e-06 eV, (2F+E)/3-E0 = 4.305e-10 eV
cold: F-E0 = 6.57127e-05 eV (0.2), 8.18128e-06 eV = 3.0066e-07 Ha (0.1), order 3.006
  at 0.1: s^3 term 8.17046e-06 eV, s^5 term 1.078e-08 eV, mu -0.03083 eV
  at 0.1: E-E0 = -1.63842e-05 eV, (2F+E)/3-E0 = -7.228e-09 eV
mix: F-E0 = 3.66702e-08 eV (0.2), 1.13987e-09 eV = 4.1889e-11 Ha (0.1), order 5.008
  at 0.1: s^3 term -0.00000e+00 eV, s^5 term 1.138e-09 eV, mu 0.00000 eV
  at 0.1: E-E0 = -4.56338e-09 eV, (2F+E)/3-E0 = -7.612e-10 eV
Gauss: ((E+F)/2-E0)/(F-E0) = -0.5002
t' on, Gauss: mu = 3.335e-04 eV, F-E0 = -7.68231e-06 eV, s^4 term 0.00e+00 eV
t' on, FD: mu = 2.618e-03 eV, F-E0 = -1.47700e-04 eV, s^4 term 0.00e+00 eV
t' on, MP1: mu = -3.344e-04 eV, F-E0 = 3.84364e-06 eV, s^4 term 0.00e+00 eV
t' on, MP2: mu = -1.108e-04 eV, F-E0 = 9.59218e-07 eV, s^4 term 0.00e+00 eV
t' on, cold: mu = -3.128e-02 eV, F-E0 = 8.35144e-06 eV, s^4 term 1.66e-07 eV
MP1 M3(u)-u^3, u=0,1,2,4: -2.821e-01 -5.352e-02 -1.255e-03 -2.591e-09
chain: mu0 = -3.0000 eV, E0 = -3.30797337 eV/site
chain Gauss: m_2 = 0.5000, bias(0.1) -3.0632e-04 eV, formula -3.0629e-04 eV, order 2.000
chain FD: m_2 = 3.2899, bias(0.1) -2.0169e-03 eV, formula -2.0153e-03 eV, order 2.003
chain MP1: m_4 = -0.7500, bias(0.1) 2.8405e-08 eV, formula 2.8361e-08 eV, order 4.007
chain MP2: m_6 = 1.8750, bias(0.1) -2.2290e-11 eV, formula -2.2175e-11 eV, order 6.023
chain cold: m_3 = -0.7071, bias(0.1) 1.6637e-06 eV, formula 1.6043e-06 eV, order 3.055
chain mix: m_2 = 0.1667, bias(0.1) -1.0209e-04 eV, formula -1.0210e-04 eV, order 2.000
no test failed
```
